# The Hylleraas Bound on the Second-Order Energy and the Permittivity: a program that tests the result

```python
"""Result under test: for H = H0 + lambda*V with a simple lowest level E0,
    J[chi] = <chi|H0-E0|chi> + 2 Re <chi|V-E1|psi0>
           = E2 + <chi-psi1|H0-E0|chi-psi1>  >=  E2.
psi0, psi1: zeroth- and first-order states; E1, E2: first- and second-order energies.
Example: one electron with exact ground state sech(r/a) in a static field.
Model units: length a, energy hbar^2/(m a^2); polarizability alpha = alpha_model*a^4/a0,
with a0 the Bohr radius. The perturbation per unit field is z, and E2 = -alpha_model/2.
"""
import numpy as np
from math import factorial, pi
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.special import eval_genlaguerre, zeta

# ---------- general theorem on complex Hermitian matrices ----------
rng = np.random.default_rng(4)
dim = 10


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def functional(h0, v, e0, psi0, chi):
    e1 = np.vdot(psi0, v @ psi0).real
    return (np.vdot(chi, h0 @ chi - e0 * chi).real
            + 2 * np.vdot(chi, v @ psi0 - e1 * psi0).real)


unitary = np.linalg.qr(random_complex(dim, dim))[0]
levels = np.array([0, 1, 1.8, 2.5, 3.1, 4, 5, 6.2, 7, 8.5])
h0 = (unitary * levels) @ unitary.conj().T
v = random_complex(dim, dim)
v = 0.15 * (v + v.conj().T)


def second_order_by_differences(state):
    step = 1e-3
    e = [np.linalg.eigvalsh(h0 + s * step * v)[state] for s in (-1, 0, 1)]
    return (e[0] - 2 * e[1] + e[2]) / (2 * step**2)


def first_order_by_differences(state):
    step = 1e-4
    psi0 = unitary[:, state]
    vecs = []
    for s in (1, -1):
        w = np.linalg.eigh(h0 + s * step * v)[1][:, state]
        vecs.append(w / np.vdot(psi0, w))
    return (vecs[0] - vecs[1]) / (2 * step)


ground = unitary[:, 0]
e2_matrix = second_order_by_differences(0)
psi1_matrix = first_order_by_differences(0)
e1_matrix = np.vdot(ground, v @ ground).real
for _ in range(200):
    delta = random_complex(dim) * 10 ** rng.uniform(-1, 0.5)
    chi = psi1_matrix + delta
    j = functional(h0, v, 0.0, ground, chi)
    excess = np.vdot(delta, h0 @ delta).real
    assert j > e2_matrix
    assert abs(j - e2_matrix - excess) < 1e-4 * (1 + excess)
    residual = h0 @ chi + v @ ground - e1_matrix * ground
    assert j - np.vdot(residual, residual).real / levels[1] <= e2_matrix + 1e-4
    shifted = functional(h0, v, 0.0, ground, chi + (2 - 3j) * ground)
    assert abs(shifted - j) < 1e-9 * (1 + abs(j))
# excited state: the bound is lost
e2_excited = second_order_by_differences(1)
chi = first_order_by_differences(1) + ground
j_excited = functional(h0, v, levels[1], unitary[:, 1], chi)
assert j_excited < e2_excited - 0.5
# degenerate lowest level coupled by v: no lower bound
levels_deg = levels.copy()
levels_deg[1] = 0.0
h0_deg = (unitary * levels_deg) @ unitary.conj().T
coupling = np.vdot(unitary[:, 1], v @ ground)
j_deg = [functional(h0_deg, v, 0.0, ground, -t * coupling * unitary[:, 1])
         for t in (1e2, 1e4)]
assert j_deg[1] < 50 * j_deg[0] < 0

# ---------- quadrature and moments of the model ground state ----------
nodes, weights = np.polynomial.legendre.leggauss(400)
x = 40 * (nodes + 1)
wx = 40 * weights


def potential(r):
    return -1 / np.cosh(r)**2 - np.tanh(r) / r


density = x**2 / np.cosh(x)**2
density /= wx @ density


def moment(n):
    eta = (1 - 2.0**(-n - 1)) * zeta(n + 2)
    return 12 / pi**2 * factorial(n + 2) * 2.0**(-n - 1) * eta


for n in range(9):
    assert abs(wx @ (density * x**n) / moment(n) - 1) < 1e-9


def best_trial(order):
    """Optimum of J for chi = z*psi0*sum_k c_k r^k, k = 0..order."""
    k = range(order + 1)
    a_mat = np.array([[0.5 * moment(p + q) * (1 + (p + q + p * q) / 3)
                       for q in k] for p in k])
    b_vec = np.array([moment(p + 2) / 3 for p in k])
    c = -np.linalg.solve(a_mat, b_vec)
    return c, b_vec @ c


# ---------- radial solution of the first-order equation ----------
def radial_solution(h, length=60.0):
    r = h * np.arange(1, int(round(length / h)))
    diag = 1 / h**2 + 1 / r**2 + potential(r) + 0.5
    off = np.full(r.size - 1, -0.5 / h**2)
    u0 = r / np.cosh(r)
    u0 /= np.sqrt(h * u0 @ u0)
    source = r * u0
    banded = np.zeros((2, r.size))
    banded[0, 1:] = off
    banded[1] = diag
    u1 = -solveh_banded(banded, source)
    return r, diag, off, u0, source, u1, -2 / 3 * h * (source @ u1)


step = 0.005
alpha_coarse = radial_solution(2 * step)[-1]
r, diag, off, u0, source, u1, alpha_fine = radial_solution(step)
alpha_ref = (4 * alpha_fine - alpha_coarse) / 3
e2_ref = -alpha_ref / 2


def apply_h(u):
    out = diag * u
    out[:-1] += off * u[1:]
    out[1:] += off * u[:-1]
    return out


def energy_form(u):
    return step / 3 * (u @ apply_h(u))


def j_grid(u):
    return energy_form(u) + 2 * step / 3 * (u @ source)


s_level = eigh_tridiagonal(diag - 1 / r**2 - 0.5, off, select='i',
                           select_range=(0, 0), eigvals_only=True)[0]
assert abs(s_level + 0.5) < 1e-4
p_vals, p_vecs = eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))
gap_p = p_vals[0]
p_state = p_vecs[:, 0] / np.sqrt(step)
alpha_first_p = 2 / 3 * (step * (p_state @ source))**2 / gap_p
assert 0 < alpha_first_p < alpha_ref

# ---------- finite field in a separate Laguerre basis ----------
beta, n_rad, l_max = 1.2, 22, 3
blocks = []
for l in range(l_max + 1):
    funcs, derivs = [], []
    envelope = x**(l + 1) * np.exp(-beta * x)
    for n in range(n_rad):
        f = envelope * eval_genlaguerre(n, 2 * l + 2, 2 * beta * x)
        d = ((l + 1) / x - beta) * f
        if n > 0:
            d = d - 2 * beta * envelope * eval_genlaguerre(
                n - 1, 2 * l + 3, 2 * beta * x)
        norm = np.sqrt(wx @ f**2)
        funcs.append(f / norm)
        derivs.append(d / norm)
    blocks.append((np.array(funcs), np.array(derivs)))
size = n_rad * (l_max + 1)
h_free = np.zeros((size, size))
z_mat = np.zeros((size, size))
for l, (f, d) in enumerate(blocks):
    here = slice(l * n_rad, (l + 1) * n_rad)
    assert np.allclose((f * wx) @ f.T, np.eye(n_rad), atol=1e-8)
    h_free[here, here] = (0.5 * (d * wx) @ d.T
                          + (f * (wx * (l * (l + 1) / (2 * x**2)
                                        + potential(x)))) @ f.T)
    if l < l_max:
        nxt = slice((l + 1) * n_rad, (l + 2) * n_rad)
        angular = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
        z_mat[here, nxt] = angular * (f * (wx * x)) @ blocks[l + 1][0].T
        z_mat[nxt, here] = z_mat[here, nxt].T
field = 0.004
e_a, e_b, e_c = [np.linalg.eigvalsh(h_free + s * field * z_mat)[0]
                 for s in (0, 1, 2)]
e2_field = (16 * (e_b - e_a) - (e_c - e_a)) / (12 * field**2)
e4_field = (e_c - 4 * e_b + 3 * e_a) / (12 * field**4)
assert abs(e_a + 0.5) < 1e-5
assert abs(e2_field / e2_ref - 1) < 2e-4
p_block = h_free[n_rad:2 * n_rad, n_rad:2 * n_rad]
assert abs(np.linalg.eigvalsh(p_block)[0] + 0.5 - gap_p) < 2e-4

# ---------- trial ladder, error identity, two-sided bracket ----------
ladder = []
norm_u1 = np.sqrt(step * u1 @ u1)
for order in range(4):
    c, j = best_trial(order)
    trial = source * sum(ck * r**k for k, ck in enumerate(c))
    error = trial - u1
    if order < 2:
        assert abs(energy_form(error) / (j - e2_ref) - 1) < 0.02
    assert j >= e2_ref - 1e-6
    bracket = 1 + 0 * x
    for k, ck in enumerate(c):
        bracket += ck * ((k + 1) * x**(k - 1.0) * np.tanh(x)
                         - 0.5 * k * (k + 3) * x**(k - 2.0))
    residual_sq = wx @ (density * x**2 * bracket**2) / 3
    lower = j - residual_sq / gap_p
    assert lower <= e2_ref + 1e-6
    ladder.append((c, -2 * j, -2 * lower,
                   np.sqrt(step * error @ error) / norm_u1,
                   np.sqrt(energy_form(error) / -e2_ref)))
alphas = [row[1] for row in ladder]
assert all(b >= a - 1e-10 for a, b in zip(alphas, alphas[1:]))
assert abs(alphas[0] - 4 * (7 * pi**2 / 60)**2) < 1e-9

# equal ordinary norm of the error, different wave numbers
ripple_loss = {}
for wave in (5, 50):
    ripple = r**2 * np.exp(-r) * np.sin(wave * r)
    ripple *= 0.01 * norm_u1 / np.sqrt(step * ripple @ ripple)
    ripple_loss[wave] = (j_grid(u1 + ripple) - j_grid(u1)) / -e2_ref
    half = (j_grid(u1 + ripple / 2) - j_grid(u1)) / -e2_ref
    assert abs(ripple_loss[wave] / half - 4) < 1e-3
assert ripple_loss[50] > 30 * ripple_loss[5]

# approximate, too diffuse ground state exp(-0.7 r): the bound on alpha fails
decay = 0.7
phi = 2 * decay**1.5 * x * np.exp(-decay * x)
dphi = phi * (1 / x - decay)
e_phi = wx @ (0.5 * dphi**2 + potential(x) * phi**2)
chi_r = x * phi
dchi = phi + x * dphi
denominator = wx @ (0.5 * dchi**2
                    + (1 / x**2 + potential(x) - e_phi) * chi_r**2) / 3
alpha_false = 2 * (wx @ (x**2 * phi**2) / 3)**2 / denominator
assert e_phi > -0.5 and alpha_false > alpha_ref

# ---------- numbers for a low-k film ----------
a_nm, density_nm3 = 0.040, 220.0
a0_nm = sc.physical_constants['Bohr radius'][0] * 1e9
unit_ev = sc.hbar**2 / (sc.m_e * (a_nm * 1e-9)**2) / sc.e
to_nm3 = a_nm**4 / a0_nm


def permittivity(alpha_model):
    y = 4 * pi / 3 * density_nm3 * alpha_model * to_nm3
    assert y < 1
    return (1 + 2 * y) / (1 - y)


eps = permittivity(alpha_ref)
eps_no_local = 1 + 4 * pi * density_nm3 * alpha_ref * to_nm3
spacing = density_nm3**(-1 / 3)
outside = step * np.sum(u0[r > spacing / (2 * a_nm)]**2)
# rough inputs for the lattice part
oxygen_nm3, ion_charge, ion_mass_u, mode_ev = 17.0, 1.5, 10.0, 0.057
omega = mode_ev * sc.e / sc.hbar
lattice = (oxygen_nm3 * 1e27 * (ion_charge * sc.e)**2
           / (sc.epsilon_0 * ion_mass_u * sc.atomic_mass * omega**2))
eps_static = eps + lattice
water_fraction, eps_water = 0.01, 80.0
water = (3 * water_fraction * eps_static * (eps_water - eps_static)
         / (eps_water + 2 * eps_static))
expansion, warming, temperature = 12e-6, 80.0, 373.0
thermal = -(eps - 1) * (eps + 2) / 3 * 3 * expansion * warming
kt_ev = sc.k * temperature / sc.e
applied, breakdown, barrier_ev = 2.0, 7.0, 4.0        # MV/cm, MV/cm, eV
local = applied * (eps + 2) / 3
local_model = local * 0.1 * a_nm / unit_ev             # 1 MV/cm = 0.1 V/nm
e2_ev = e2_ref * local_model**2 * unit_ev
nonlinear = 2 * e4_field * local_model**2 / e2_field
tunnel = (4 * np.sqrt(2 * sc.m_e) * (barrier_ev * sc.e)**1.5
          / (3 * sc.hbar * sc.e * applied * 1e8))

print(f"length a = {a_nm:.3f} nm; electrons N = {density_nm3:.0f} /nm^3")
print(f"energy unit hbar^2/(m a^2) = {unit_ev:.2f} eV")
print(f"ground level E0 = {-0.5 * unit_ev:.2f} eV")
print(f"gap to first p state = {gap_p:.4f} units = {gap_p * unit_ev:.2f} eV")
print("moments <(r/a)^n>, n=1,2,3 (no unit):",
      " ".join(f"{moment(n):.5f}" for n in (1, 2, 3)))
print(f"alpha unit a^4/a0 = {to_nm3:.4e} nm^3")
for order, (c, al, up, l2, en) in enumerate(ladder):
    print(f"{order + 1}-term trial: alpha >= {al:.6f}, <= {up:.6f} a^4/a0")
    print(f"   error norms: ordinary {100 * l2:.3f} %, energy {100 * en:.3f} %")
    print(f"   alpha too low by {100 * (1 - al / alpha_ref):.4f} %")
print("2-term c0, c1 (model units):", " ".join(f"{q:.5f}" for q in ladder[1][0]))
print(f"alpha, radial solution = {alpha_ref:.6f} a^4/a0")
print(f"alpha, finite field = {-2 * e2_field:.6f} a^4/a0")
print(f"alpha, radial solution = {alpha_ref * to_nm3:.4e} nm^3")
print(f"share of first p state in alpha = {100 * alpha_first_p / alpha_ref:.1f} %")
for wave, loss in ripple_loss.items():
    print(f"1 % ripple, wave number {wave}/a: alpha low by {100 * loss:.3f} %")
print(f"diffuse exp(-{decay} r/a): false alpha = {alpha_false:.3f} a^4/a0")
print(f"permittivity, 1-term lower bound = {permittivity(alphas[0]):.4f}")
print(f"permittivity, 2-term lower bound = {permittivity(alphas[1]):.4f}")
print(f"permittivity, 2-term upper bound = {permittivity(ladder[1][2]):.4f}")
print(f"permittivity, radial solution = {eps:.4f}; index = {np.sqrt(eps):.3f}")
print(f"permittivity without local field = {eps_no_local:.3f}")
print(f"site spacing = {spacing:.3f} nm")
print(f"charge beyond half spacing = {100 * outside:.1f} %")
print(f"rough lattice input: {oxygen_nm3:.0f} O/nm^3, charge {ion_charge} e,")
print(f"   mass {ion_mass_u:.0f} u, mode {mode_ev:.3f} eV")
print(f"lattice part of permittivity = {lattice:.2f}; total = {eps_static:.2f}")
print(f"water, {100 * water_fraction:.0f} % by volume, permittivity "
      f"{eps_water:.0f}: adds {water:.3f}")
print(f"expansion {expansion * 1e6:.0f} ppm/K over {warming:.0f} K: "
      f"adds {thermal:.4f}")
print(f"gap/kT at {temperature:.0f} K = {gap_p * unit_ev / kt_ev:.0f}")
print(f"applied field = {applied:.1f} MV/cm; local = {local:.2f} MV/cm")
print(f"E2 term at local field = {e2_ev:.3e} eV")
print(f"relative nonlinear change of dipole = {nonlinear:.2e}")
print(f"tunnel exponent, {barrier_ev:.0f} eV barrier = {tunnel:.0f}")
print(f"applied / rough breakdown field ({breakdown:.0f} MV/cm) = "
      f"{applied / breakdown:.2f}")
print("finished without a failed check")
```

It prints:

```
length a = 0.040 nm; electrons N = 220 /nm^3
energy unit hbar^2/(m a^2) = 47.62 eV
ground level E0 = -23.81 eV
gap to first p state = 0.3641 units = 17.34 eV
moments <(r/a)^n>, n=1,2,3 (no unit): 1.64422 3.45436 8.86467
alpha unit a^4/a0 = 4.8377e-05 nm^3
1-term trial: alpha >= 5.303384, <= 6.150813 a^4/a0
   error norms: ordinary 20.089 %, energy 25.196 %
   alpha too low by 6.3483 %
2-term trial: alpha >= 5.656074, <= 5.725433 a^4/a0
   error norms: ordinary 1.845 %, energy 3.468 %
   alpha too low by 0.1202 %
3-term trial: alpha >= 5.661262, <= 5.681543 a^4/a0
   error norms: ordinary 0.895 %, energy 1.692 %
   alpha too low by 0.0286 %
4-term trial: alpha >= 5.662560, <= 5.667008 a^4/a0
   error norms: ordinary 0.406 %, energy 0.755 %
   alpha too low by 0.0057 %
2-term c0, c1 (model units): -1.40503 -0.40956
alpha, radial solution = 5.662883 a^4/a0
alpha, finite field = 5.662872 a^4/a0
alpha, radial solution = 2.7395e-04 nm^3
share of first p state in alpha = 76.0 %
1 % ripple, wave number 5/a: alpha low by 0.331 %
1 % ripple, wave number 50/a: alpha low by 31.747 %
diffuse exp(-0.7 r/a): false alpha = 11.915 a^4/a0
permittivity, 1-term lower bound = 1.9289
permittivity, 2-term lower bound = 2.0115
permittivity, 2-term upper bound = 2.0282
permittivity, radial solution = 2.0131; index = 1.419
permittivity without local field = 1.757
site spacing = 0.166 nm
charge beyond half spacing = 26.1 %
rough lattice input: 17 O/nm^3, charge 1.5 e,
   mass 10 u, mode 0.057 eV
lattice part of permittivity = 0.89; total = 2.90
water, 1 % by volume, permittivity 80: adds 0.078
expansion 12 ppm/K over 80 K: adds -0.0039
gap/kT at 373 K = 539
applied field = 2.0 MV/cm; local = 2.68 MV/cm
E2 term at local field = -6.809e-06 eV
relative nonlinear change of dipole = 2.25e-06
tunnel exponent, 4 eV barrier = 273
applied / rough breakdown field (7 MV/cm) = 0.29
finished without a failed check
```
